Fixed spin labels and the product of up and down determinants

Consider a variational Monte Carlo calculation of an atom or a molecule in which a walker is a list of electron positions and nothing else. Electrons 1 to N_up are called up, the remaining N_dn are called down, and these labels never change during the run. The trial function is a product of an up determinant and a down determinant, times a correlation factor. Yet electrons are identical, and a proper wave function changes sign when any two of them are exchanged, whatever their spins. The labelled product has no such property for an up and a down electron. One must therefore ask why averages taken with it are the averages of the antisymmetric state, and for which operators this holds.

Let electron i have position r_i and spin s_i, which is u (up) or d (down). Write R = (r_1,...,r_N) for the positions and s = (s_1,...,s_N) for the spin string, with N = N_up + N_dn. The full trial function is

Ψ(R,s) = J(R,s) Σ_k c_k det A^k,  (A^k)_ia = ψ_a^k(r_i,s_i).

Row i of the matrix belongs to electron i and column a to a spin-orbital. Three assumptions are made about Ψ. Each spin-orbital is purely up or purely down. Each determinant contains N_up up orbitals φ_a and N_dn down orbitals χ_b, written in that order. The correlation (Jastrow) factor J is unchanged when positions and spins are permuted together; it may treat parallel and antiparallel pairs differently. Ψ is taken to be normalizable, and a constant prefactor such as 1/√N! is left out because it cancels in expectation values.

The scalar product includes a sum over spins:

<Ψ|O|Ψ> = Σ_s ∫dR Ψ*(R,s) (OΨ)(R,s).

The operator O acts on positions only and is symmetric, which means that it commutes with every permutation of the positions. The usual nonrelativistic Hamiltonian, with its kinetic energy, external potential and Coulomb repulsion, is of this kind, since a permutation only reorders its sums over electrons and pairs.

Now choose the reference string s0 = (u,...,u,d,...,d) and define a function of positions alone,

F(R) = Ψ(R,s0).

At s0 the down orbitals vanish in the first N_up rows and the up orbitals vanish in the last N_dn rows. Each matrix is block diagonal, and its determinant is the product of the determinants of the blocks:

F(R) = J(R,s0) Σ_k c_k D_up^k(r_1,...,r_Nup) D_dn^k(r_Nup+1,...,r_N).

This is the function used in the simulation. The common ordering of the columns matters when there are several determinants, because exchanging two columns in one of them reverses the sign of its coefficient relative to the others. The claim to be proved is

<Ψ|O|Ψ>/<Ψ|Ψ> = <F|O|F>/<F|F>,  (1)

where the brackets on the right contain an integral over R and no spin sum.

First, most spin strings contribute nothing. Suppose that s contains m up spins with m > N_up. The m corresponding rows have nonzero entries in N_up columns at most, so they are linearly dependent and the determinant vanishes. If m < N_up, there are more than N_dn down rows with nonzero entries in N_dn columns at most, and the determinant vanishes again. What remains are the strings with N_up up spins, whose number is

C = N!/(N_up! N_dn!).

Next, the function at any allowed string follows from F. Permuting the electrons permutes the rows of every determinant and leaves J unchanged, so for any permutation P of the numbers 1 to N

Ψ(r_P(1),s_P(1);...;r_P(N),s_P(N)) = sgn(P) Ψ(r_1,s_1;...;r_N,s_N).

For a given allowed string s, choose P so that it lists first the electrons that are up and then those that are down. Then s_P(i) = s0_i for every i, and the left side is F evaluated at rearranged positions. Multiplying by sgn(P), whose square is 1, gives

Ψ(R,s) = sgn(P) F(r_P(1),...,r_P(N)) = sgn(P) (U_P F)(R),  (2)

where the last step defines the operator U_P that rearranges positions. For three electrons and the string udu, P lists 1, 3, 2, which is an odd permutation, and Ψ(R,udu) = −F(r_1,r_3,r_2).

The choice of P is not unique, since the up electrons may be listed in any order, and so may the down electrons. Another choice is P followed by a rearrangement Q within the two groups. It changes the sign factor by sgn(Q). It also changes F by sgn(Q), because F is antisymmetric within each group. The two signs cancel, and (2) does not depend on the choice.

It remains to compare the contributions of the strings. For any two functions f and g,

<U_P f|U_P g> = ∫dR f*(r_P(1),...,r_P(N)) g(r_P(1),...,r_P(N)) = <f|g>,

because the substitution r'_i = r_P(i) merely renames the integration variables and has a Jacobian of magnitude 1. Since O commutes with U_P, the contribution of string s is

<sgn(P) U_P F|O|sgn(P) U_P F> = <U_P F|U_P O F> = <F|O|F>.

All C allowed strings contribute this same amount, so that

<Ψ|O|Ψ> = C <F|O|F>,  <Ψ|Ψ> = C <F|F>.

The second relation is the first with O = 1. Division removes C and proves (1).

The factor C also relates the normalizations of the two forms. Take a single determinant without a Jastrow factor, with orbitals orthonormal within each spin group. The square of a determinant of n orthonormal orbitals integrates to n!, because a product of two terms of its expansion survives the integration only when both terms use the same permutation, and there are n! such pairs. Hence <F|F> = N_up! N_dn!, and <Ψ|Ψ> = C N_up! N_dn! = N!. The full determinant needs the prefactor 1/√N!, the product needs 1/√(N_up! N_dn!). If all electrons have the same spin, C = 1 and the two descriptions coincide.

Physically, the spin string says which electrons are up, and for identical particles that information is only a naming. Each allowed string has probability 1/C, and the positions, sorted by spin, have the same distribution |F|² in each. Sampling one string is enough. The local energy behaves in the same way: from (2) and the symmetry of H, HΨ/Ψ at string s is HF/F at the rearranged positions. Its whole distribution is therefore preserved, including the variance that is used in optimizing trial functions.

The proof carries over to two different functions Ψ_a and Ψ_b with the same N_up and N_dn. The same P serves both, the sign again appears squared, and

<Ψ_a|O|Ψ_b> = C <F_a|O|F_b>.

The mixed estimator of diffusion Monte Carlo has this form, one function being the trial function, on which H acts, and the other the projected function. The latter is obtained directly in the labelled space. If it is antisymmetric within each spin group, (2) can be read as the definition of a fully antisymmetric Ψ belonging to it, and the relation applies.

Some operators that contain spin are covered too. Let O be diagonal in the spins, so that at string s it acts on the positions as an operator O_s, and let it be symmetric under joint permutations of positions and spins. Then O_s U_P = U_P O_s0 for the P chosen above, and each string contributes <F|O_s0|F>. The spin density is an example: one counts the electrons with the spins that their labels give them.

A small model shows the result in numbers, and also its limits. Three electrons, two up and one down, move along a line in a harmonic trap. In units with ħ = m = ω = 1,

H = Σ_i (−½ ∂²/∂x_i² + ½ x_i²) + Σ_i<j 1/√((x_i − x_j)² + 1).

The up orbitals are the two lowest oscillator functions, proportional to exp(−x²/2) and x exp(−x²/2). The down orbital is proportional to exp(−0.7 (x − 0.4)²). The Jastrow factor is

J = exp[−Σ_i<j a_ij exp(−(x_i − x_j)²/2)],

with a_ij = 0.2 for parallel and 0.5 for antiparallel spins. The numerical check builds Ψ from 3×3 determinants for all eight spin strings on a grid, and F separately from a 2×2 determinant and a single orbital.

Here C = 3!/(2! 1!) = 3, and the computed ratio <Ψ|Ψ>/<F|F> is 3.00000000. The kinetic energy is 1.18727 and the repulsion energy 1.90341, from either function. The sum of the x_i² has the mean 3.02988, so the trap energy is half of this, 1.51494, and the total is

E = 1.18727 + 1.51494 + 1.90341 = 4.60562,

in agreement with the directly computed 4.60561 ħω within the rounding of the terms. Both functions give this energy, and both give the variance 0.18890 (ħω)². A mixed estimator with the Jastrow factor removed from one side is 4.57268 ħω in both descriptions. These are properties of the chosen trial function, not of the true ground state. In a further test with four electrons and two determinants, the norm ratio is 6 and the two energies differ by about 2×10⁻¹⁵ ħω, which is rounding error.

The symmetry of O cannot be dropped. Consider x_1², which refers to one particular electron. In the strings uud and udu electron 1 is up, and the mean is 1.19654. In duu it is down, and the mean is 0.63680. The full function averages over the three strings,

<x_1²>_Ψ = (2 × 1.19654 + 0.63680)/3 = 1.00996,

whereas F gives 1.19654, the value for an up electron. The full result is one third of the symmetric sum, 3.02988/3 = 1.00996, and that sum may be computed from F. The spin-diagonal operator Σ_i s_z,i x_i², with s_z = ±½, is also safe: the labels give ½ (2 × 1.19654 − 0.63680) = 0.87814, which is the value found with the full function.

An operator that flips spins needs more care, because it connects different strings. The square of the total spin is the important case. With ħ = 1, each electron has s_i² = 3/4, and

S² = 3N/4 + 2 Σ_i<j s_i·s_j,

where s_i now denotes the spin vector operator. Let P^s_ij exchange the spins of electrons i and j. It equals +1 on the triplet states of the pair, where s_i·s_j = 1/4, and −1 on the singlet, where s_i·s_j = −3/4. Both cases are reproduced by P^s_ij = ½ + 2 s_i·s_j. Substituting 2 s_i·s_j = P^s_ij − ½ for the N(N − 1)/2 pairs gives

S² = 3N/4 − N(N − 1)/4 + Σ_i<j P^s_ij = N(4 − N)/4 + Σ_i<j P^s_ij.

If one attaches the fixed string uud to F and takes the expectation value of this operator, the pair 1,2 contributes 1. The other two exchanges lead to different, orthogonal strings and contribute 0. The result is 3/4 + 1 = 1.75 for any F, whereas the value for Ψ depends on F. The formula derived next shows that the two agree only when the position-exchange averages of the two antiparallel pairs add up to zero, which is not the case in the example. The remedy is antisymmetry. Let P^r_ij exchange the positions of i and j. Exchanging both positions and spins reverses the sign of Ψ, so P^r_ij P^s_ij Ψ = −Ψ. Applying P^r_ij, whose square is 1, gives P^s_ij Ψ = −P^r_ij Ψ, and therefore

S²Ψ = [N(4 − N)/4 − Σ_i<j P^r_ij] Ψ.

The operator in brackets acts on positions only. It is symmetric, because a permutation of the electrons turns each pair exchange into another and leaves the sum over all pairs unchanged. Equation (1) now applies, and

<S²>_Ψ = N(4 − N)/4 − Σ_i<j <F|P^r_ij|F>/<F|F>.

In the example the exchange averages are −1 for the two up electrons and 0.497375 for each antiparallel pair, so

<S²> = 0.75 − (−1 + 2 × 0.497375) = 0.75525.

The program obtains the same value, within this rounding, from spin matrices acting on the full function. The value −1 expresses the antisymmetry of F between the up electrons. The value 0.497 shows that F lacks it between an up and a down electron, even though the expectation values in (1) are unaffected. A pure spin-½ state would have <S²> = 0.75. The trial function has a fixed S_z but a small admixture of higher total spin, and the proof of (1) nowhere required a definite total spin.

The last condition is that the number of up electrons be fixed. Replace the down spin-orbital by a mixture, cos θ times the normalized down orbital plus sin θ times an up orbital made from the normalized third oscillator function, with θ = 0.5 rad. The string uuu now has a nonzero amplitude, and its weight in the norm is 0.428. The function at uud knows nothing of this part. It still gives the energy 4.6056 ħω, while the full function gives 5.2397 ħω. Such spin-orbitals arise, for example, with spin–orbit coupling or noncollinear magnetism. For a symmetric operator acting on positions only, such a Ψ splits into antisymmetric parts, each with a fixed number of up electrons, and the proof applies to each part separately. One string per part is then enough, weighted by its own C in both the numerator and the norm. Here uuu with weight 1 and uud with weight 3 give back 5.2397 ħω. A fixed number of up electrons is sufficient for (1) but not always necessary: if Ψ is a pure spin multiplet with a tilted spin axis, all its parts share the same spin-free averages and one string still suffices. Spin–orbit coupling adds terms to the Hamiltonian that flip spins and connect different strings; neither the proof nor this model covers that case.

When the conditions hold, the labelled form also saves work. For 10 electrons, 5 up and 5 down, there are 252 allowed strings, and one of them suffices. The cost of evaluating a dense determinant by elimination grows as the cube of its size for large matrices, so two determinants of half the size cost 2 × (1/2)³ = 0.25 of the full one in this leading estimate. When a single electron is moved, one of the two determinants changes and the other keeps its value.

Values computed for the example and the checks

```
Units: hbar = m = omega = 1; energy in hbar*omega, length in sqrt(hbar/(m*omega))
repulsion strength 1.0 (energy*length), softening 1.0 (length)
Jastrow amplitudes: parallel 0.2, antiparallel 0.5 (no unit)
down Gaussian: exponent 0.7 (1/length^2), shift 0.4 (length)
grid: 41 points per electron, step 0.35 (length)
THREE ELECTRONS, two up and one down
norm ratio full/product, bare determinants times J: 3.00000000
energy: full 4.60561452, product 4.60561452 hbar*omega
kinetic energy: full 1.18726884, product 1.18726884 hbar*omega
repulsion energy: full 1.90340722, product 1.90340722 hbar*omega
sum of x_i^2: full 3.02987691, product 3.02987691 length^2
sum of s_z,i x_i^2: full 0.87813659, product 0.87813659 length^2
energy variance: full 0.18889831, product 0.18889831 (hbar*omega)^2
mixed estimator, bra without J: full 4.57267907, product 4.57267907 hbar*omega
string uud: energy 4.60561452 hbar*omega, x_1^2 1.196538 length^2
string udu: energy 4.60561452 hbar*omega, x_1^2 1.196538 length^2
string duu: energy 4.60561452 hbar*omega, x_1^2 0.636802 length^2
x_1^2 (not symmetric): full 1.009959, product 1.196538 length^2
S^2: full 0.755249, fixed spin string 1.750000, position exchange in F 0.755249 hbar^2
exchange of positions 1,2 in F: -1.000000 (no unit)
exchange of positions 1,3 in F: 0.497375 (no unit)
exchange of positions 2,3 in F: 0.497375 (no unit)
mixed-spin orbital, angle 0.5 rad: weight of uuu 0.428307 (no unit)
mixed-spin orbital energy: full 5.239745, uud part only 4.605615 hbar*omega
energy change on finer grid: 1.0e-09 hbar*omega
FOUR ELECTRONS, two up and two down, two determinants, coarse grid
norm ratio full/product: 6.00000000
energy difference full - product: 1.8e-15 hbar*omega
COUNTING for 10 electrons, 5 up and 5 down
allowed spin strings: 252
cubic-cost ratio, two half-size determinants to one full: 0.25
```
